\section*{Electrons in a Ferroelectric Film: Metallization or a Misplaced Band Edge?}

\section{A flat film first}

Take an insulating film of thickness $L=20$ nm between two identical metals. Let it be nonpolar, so that its conduction edge is flat and lies $\phi_0$ above the Fermi level, which is the zero of energy. The metals act as hard walls, and the electrons have the free mass $m$. With $K=\hbar^2/2m=0.0381$ eV\,nm$^2$, the lowest level, a half wave fitted into the film, is
\begin{equation}
E_1=\phi_0+K\frac{\pi^2}{L^2}.
\end{equation}
For $\phi_0=0.25$ eV this gives $E_1=0.251$ eV, and the film is empty at zero temperature. Had an approximate density functional placed the edge at $-0.25$ eV instead, $E_1$ would be negative and electrons would flow in from the metal. The calculation would converge, and the film would conduct. Yet the cause would be one misplaced energy.

In a ferroelectric film the same thing can happen even though the nonpolar film looks safe.

\section{The belief and its appeal}

The belief is this: if a converged metal/ferroelectric supercell has electrons in the film's conduction band, the real film is metallized there; the functional's gap error matters for the quoted barrier, and a rigid shift of the band edge repairs it afterwards.

There are good reasons to find this convincing. The electrons gather where the polarization leaves positive bound charge, as screening electrons should. They obey Gauss's law, and their transfer lowers the energy of the calculation. But all this shows only that the charge is right for the band edge supplied. If that edge is too low, the charge may be an artefact.

\section{How polarization lowers one barrier}

Charge is counted in units of $e$, so an electron at potential $V$ has electrostatic energy $-V$ in eV. Let $x$ run from $0$ to $L$ in the film, with the displacement $D$ positive towards $+x$. The film obeys
\begin{equation}
E(D)=\alpha D+\beta D^3,\qquad
\alpha=-\frac{1}{2\varepsilon_0\varepsilon_r},\qquad
\beta=-\frac{\alpha}{D_0^2}.
\label{law}
\end{equation}
Then $E(D_0)=0$, so $D_0$ is the spontaneous displacement. The slope there is $\alpha+3\beta D_0^2=-2\alpha=1/(\varepsilon_0\varepsilon_r)$, which identifies $\varepsilon_r$ as the permittivity about that state.

Imperfect screening at each interface acts like a vacuum gap of thickness $\lambda$: crossing it towards $+x$ lowers the potential by $\lambda D/\varepsilon_0$. Both metals are at $V=0$, hence just inside the film
\begin{equation}
V(0)=-\frac{\lambda D(0)}{\varepsilon_0},\qquad
V(L)=+\frac{\lambda D(L)}{\varepsilon_0}.
\end{equation}
The conduction edge $E_c=\phi_0-V$ is therefore
\begin{equation}
E_c(0)=\phi_0+\frac{\lambda D(0)}{\varepsilon_0},\qquad
E_c(L)=\phi_0-\frac{\lambda D(L)}{\varepsilon_0}.
\label{edges}
\end{equation}
Polarization raises the left barrier and lowers the right one.

Without free charge $D$ is uniform. The potential drops between the short-circuited metals must add to zero:
\begin{equation}
\frac{2\lambda D}{\varepsilon_0}+L(\alpha D+\beta D^3)=0.
\end{equation}
Dividing by $D\neq0$ and using \eqref{law},
\begin{equation}
D_1^2=-\frac{\alpha}{\beta}-\frac{2\lambda}{\varepsilon_0L\beta}
=D_0^2\left(1+\frac{2\lambda}{\varepsilon_0L\alpha}\right)
=D_0^2\left(1-\frac{4\lambda\varepsilon_r}{L}\right).
\label{D1}
\end{equation}
An uncharged polar state requires $L>4\lambda\varepsilon_r$.

Choose round model parameters: $\lambda=0.02$ nm, $\varepsilon_r=100$ and $D_0=2$ $e$/nm$^2$. The minimum thickness is 8 nm. At $L=20$ nm, $D_1=2\sqrt{0.6}=1.549$ $e$/nm$^2$ (0.248 C/m$^2$), and the interface step is
\begin{equation}
\frac{\lambda D_1}{\varepsilon_0}
=\frac{0.02\times1.549}{0.05526}=0.561\ \mathrm{eV}.
\end{equation}
The barrier of $0.25$ eV in the nonpolar film becomes $0.250-0.561=-0.311$ eV at the right interface. This is the pathological alignment. Checking the nonpolar film alone would miss it.

\section{A negative barrier is not yet a spill}

An electron must also pay for confinement. The field in the uncharged film is $E=-F$, with
\begin{equation}
F=\frac{2\lambda D_1}{\varepsilon_0L}=0.0561\ \mathrm{V/nm}.
\end{equation}
Let $z=L-x$ be the distance from the right metal. Since $E_c=E_c(L)+Fz$, a level at energy $\epsilon$ above $E_c(L)$ obeys
\begin{equation}
-K\psi''+Fz\,\psi=\epsilon\psi,\qquad \psi(z=0)=0.
\end{equation}
Put $\ell=(K/F)^{1/3}$ and $\xi=(z-\epsilon/F)/\ell$. Then $\psi''=\ell^{-2}d^2\psi/d\xi^2$, and because $K/\ell^2=F\ell$ the equation becomes $d^2\psi/d\xi^2=\xi\psi$. Its decaying solution is $\mathrm{Ai}(\xi)$. The wall requires $-\epsilon/(F\ell)=-a_1$, where $-a_1=-2.338$ is the first Airy zero. Thus $\epsilon=a_1F\ell$, and
\begin{equation}
E_1=\phi_0-\frac{\lambda D_1}{\varepsilon_0}+a_1(KF^2)^{1/3}.
\label{onset}
\end{equation}
The left wall is neglected, which is sound because $\ell\approx0.88$ nm is much smaller than $L$. The confinement energy is $0.115$ eV, so $E_1=-0.195$ eV; diagonalization on a grid, with both walls present, agrees to about $10^{-5}$ eV.

Since $E_1<0$, the empty polar film cannot be self-consistent. Raising the conduction edge by $\Delta_c$, with $\alpha$, $\beta$ and $\lambda$ fixed, empties it once $\Delta_c>0.195$ eV, whereas the barrier turns positive only at $\Delta_c=0.311$ eV. Between these values the barrier is negative and the film is empty. Self-consistent runs started from the empty film spill $0.01$ eV below the predicted onset and stay empty $0.01$ eV above it, and in the scan the charge falls almost linearly towards zero at that shift.

Thickness matters in two ways. As $L\to\infty$, $D_1\to D_0$ and $F\to0$, so confinement disappears and the sign of the barrier becomes the criterion; the shift needed rises to $\lambda D_0/\varepsilon_0-\phi_0=0.47$ eV. As $L$ falls towards 8 nm, $D_1$ and the interface step vanish; for $\phi_0=0.25$ eV, \eqref{onset} gives $E_1>0$ below about 11 nm, and the uncharged film is safe again. A change from insulating to conducting with thickness is thus no proof that the conduction is real.

\section{What the spilled electrons do}

Let $n(x)$ be the electron density and $\sigma=\int_0^L n\,dx$. Gauss's law gives
\begin{equation}
\frac{dD}{dx}=-n,\qquad D(0)-D(L)=\sigma.
\label{gauss}
\end{equation}
With $U'(D)=E(D)$, the electrostatic and lattice energy per area is
\begin{equation}
W=\int_0^L U(D)\,dx+\frac{\lambda}{2\varepsilon_0}\left[D(0)^2+D(L)^2\right].
\end{equation}
At fixed $n$, changing $D(0)$ shifts $D$ equally everywhere. Setting the derivative of $W$ to zero gives the short-circuit condition
\begin{equation}
\int_0^L E\,dx+\frac{\lambda}{\varepsilon_0}[D(0)+D(L)]=0.
\label{short}
\end{equation}
Adding an electron at $x'$ lowers $D$ by one unit for $x>x'$. The accompanying change of $D(0)$ costs nothing to first order, because $W$ is stationary. Hence
\begin{align}
\frac{\delta W}{\delta n(x')}
&=-\int_{x'}^L E\,dx-\frac{\lambda D(L)}{\varepsilon_0}\\
&=-[V(x')-V(L)]-V(L)=E_c(x')-\phi_0.
\end{align}
So the band edge acting on the electrons follows from the same energy as the polarization.

Motion parallel to the film is free. A subband with bottom $E_i<0$ is filled up to $k_i$, where $Kk_i^2=-E_i$. Counting both spins, it holds $2\pi k_i^2/(2\pi)^2=-E_i/(2\pi K)$ electrons per area, so that
\begin{equation}
n(x)=\frac{1}{2\pi K}\sum_{E_i<0}(-E_i)|\psi_i(x)|^2.
\end{equation}

The self-consistent solution has one occupied subband, with $E_1=-0.0823$ eV. Its charge is
\begin{equation}
\sigma=4.177\times0.0823=0.344\ \text{electrons/nm}^2,
\end{equation}
or 0.055 C/m$^2$ in magnitude. The uncharged film has three levels below zero: putting the next Airy zeros, $-4.088$ and $-5.521$, in place of $-a_1$ gives further levels at $-0.109$ and $-0.039$ eV. Filling all three without feedback would have given $4.177\times(0.195+0.109+0.039)=1.43$ electrons/nm$^2$. The spilled charge raises the levels, and lifts the upper two above zero, the second by only about $0.003$ eV. As a check, let $\Omega$ be the sum of $W$, the kinetic energy and $\phi_0\sigma$. It is stationary in the solution, so only its explicit dependence on $\phi_0$ contributes to the derivative, and $d\Omega/d\phi_0=\sigma$. The numerical derivative reproduces $0.344$. The spill lowers $\Omega$ by 0.033 eV/nm$^2$ relative to the empty polar film: energetic preference is no protection against an artefact.

The polarization changes too. At the right interface $D$ falls to 1.271 $e$/nm$^2$, while at the centre it rises from 1.549 to 1.615 $e$/nm$^2$. To see why, let $d$ be the rise of $D(0)$ and $\bar z$ the mean distance of the electrons from the right metal. The integral over the film of the charge lying to the left of $x$ is $\sigma\bar z$. Linearizing \eqref{short} about $D_1$, with $s=\alpha+3\beta D_1^2$,
\begin{align}
\frac{\lambda}{\varepsilon_0}(2d-\sigma)+s(Ld-\sigma\bar z)&=0,\\
d&=\sigma\,\frac{\lambda/\varepsilon_0+s\bar z}{2\lambda/\varepsilon_0+sL}.
\end{align}
Here $s=0.0724$ V\,nm/$e$ and $\bar z=1.345$ nm, giving $d\approx0.073$ $e$/nm$^2$, against $0.066$ in the full solution. The spilled electrons help to screen the bound charge, and so strengthen the polarization in the interior.

Since $P=D-\varepsilon_0E$ and $\varepsilon_0\,dE/dD$ stays below $0.005$ here, $P$ must fall across the film by nearly $\sigma$. The solution gives 0.343 against 0.344 $e$/nm$^2$. A bending polarization profile with matching free charge is therefore a useful sign of spill. It does not say whether the spill is real.

\section{Why the late shift fails}

Suppose the computed gap of 1.8 eV should be 3.0 eV, and that 0.8 eV of the correction belongs to the conduction edge and 0.4 eV to the valence edge. With the conduction edge raised before self-consistency, the film is empty and the right barrier is
\begin{equation}
-0.311+0.800=0.489\ \mathrm{eV}.
\end{equation}
In the spilled calculation the barrier is $-0.210$ eV, because $D(L)$ has fallen. Adding 0.8 eV afterwards gives 0.590 eV. By \eqref{edges} the error is
\begin{equation}
\frac{\lambda[D_1-D(L)]}{\varepsilon_0}
=\frac{0.02\,(1.549-1.271)}{0.05526}=0.101\ \mathrm{eV},
\end{equation}
about 21\% of the corrected barrier. The late shift also leaves the false charge and the false polarization in place. Between two calculations without spill it does work in this model: $n=0$ in both, so $D$ is the same.

\section{When the spill is real}

The size of the gap error does not settle the matter. Here 0.195 eV, or 16\% of the gap correction, must go to the conduction edge to end the spill. If the whole correction went to the valence edge, the electrons would stay, since that edge does not enter the equations while it lies below the Fermi level. Here it does lie below: its highest point is at $-0.97$ eV in the spilled film.

Nor can the density decide. If $\phi_0=0.25$ eV is the true barrier of the nonpolar film, the same equations give the same 0.344 electrons/nm$^2$, and within the model they are real. The exact functional yields the exact ground-state density by definition, so any spill found with it would be real, whatever its Kohn--Sham gap.

What is needed is an independent value for the conduction edge relative to the Fermi level. In this example the nonpolar film is free of spill and supplies a clean $\phi_0$. Correct that value first, then use \eqref{onset} to ask whether the empty polar film is self-consistent. At 20 nm that settles the matter, because spill raises the levels. Close to the minimum thickness $s$ is negative, the change $d-\sigma$ of $D(L)$ can be positive, and a charged solution can coexist with the empty one in a narrow range of $\phi_0$. If it should, the correction must act during self-consistency. A functional that widens the gap may also alter the polarization, the screening length and the metal's Fermi level, so the alignment has to be evaluated again with it.

The numbers belong to a model with hard walls, one isotropic mass and zero temperature. It omits metal-induced gap states, the energy of polarization gradients, and exchange and correlation among the spilled electrons. These can move the onset, so near it the model cannot give the verdict for a real interface. The numerical output below includes a scan of the conduction-edge shift through the onset.

\section*{Values computed for the example and the checks}
\begin{verbatim}
film thickness L = 20.0 nm
interface screening length lambda = 0.020 nm
relative permittivity at spontaneous D = 100
spontaneous displacement D0 = 2.000 e/nm^2
vacuum permittivity = 0.05526 e/(V nm)
K = hbar^2/2m = 0.03810 eV nm^2
subband density of states = 4.1773 1/(eV nm^2)
alpha = -0.09048 V nm/e
beta = 0.02262 V nm^5/e^3
minimum thickness for polar state = 8.0 nm
barrier at D=0, computed edge = 0.250 eV
gap as computed = 1.80 eV
gap as corrected = 3.00 eV
conduction-edge part of correction = 0.80 eV
valence-edge part = 0.40 eV
-- polar film with no free charge --
D1 = 1.5492 e/nm^2 = 0.2482 C/m^2
interface energy step lambda*D1/eps0 = 0.5607 eV
field magnitude F = 0.05607 V/nm
right barrier before spill = -0.3107 eV
confinement energy (Airy) = 0.1152 eV
lowest level, Airy = -0.19541 eV
lowest level, grid = -0.19542 eV
lowest level, nonpolar film = 0.2509 eV
-- self-consistent film, computed edge --
spilled charge = 0.3438 electrons/nm^2
spilled charge magnitude = 0.0551 C/m^2
same from energy derivative = 0.3438 1/nm^2
occupied subbands = 1 (count)
lowest level = -0.0823 eV
mean distance from right metal = 1.345 nm
D at left interface = 1.6150 e/nm^2
D at film centre = 1.6150 e/nm^2
D at right interface = 1.2713 e/nm^2
drop of P across film = 0.3428 e/nm^2
energy gained by spill = 0.03340 eV/nm^2
right barrier after spill = -0.2101 eV
highest valence edge = -0.9655 eV
-- corrected edge --
spilled charge = 0.0000 electrons/nm^2
right barrier = 0.4893 eV
right barrier by late shift = 0.5899 eV
error of late shift = 0.1006 eV
highest valence edge = -1.3893 eV
conduction shift that ends spill = 0.1954 eV
its share of gap correction = 16.3 %
shift that makes barrier positive = 0.3107 eV
-- scan: shift eV, charge 1/nm^2, barrier eV, centre D e/nm^2 --
0.00  0.3438  -0.2101  1.6150
0.05  0.2547  -0.1866  1.5992
0.10  0.1664  -0.1626  1.5827
0.15  0.0789  -0.1380  1.5655
0.25  0.0000  -0.0607  1.5492
0.80  0.0000  0.4893  1.5492
\end{verbatim}
